# How Deep Silicon Interface States Follow a 1 MHz Signal

**Question.** States at a silicon–oxide interface capture electrons with a cross-section of $10^{-16}$ cm², and the electrons' thermal velocity is taken as $10^7$ cm/s. How far below the conduction band can a state lie and still follow a 1 MHz signal at 300 K? How does that depth scale, and how much do such states add to a measured capacitance?

**Answer.** The boundary lies about 0.22 eV below the conduction band, if "follow" means that the electron emission rate is at least the angular frequency $\omega=2\pi\nu$. It moves by 0.06 eV for each factor of ten in frequency or cross-section, and it is a gradual roll-off rather than a sharp edge. In the capacitor worked out below, with a 10 nm oxide and $10^{11}$ states per cm² and eV, the states add 3.5% to the 1 MHz capacitance when the surface Fermi level lies at the boundary, and 0.14% when it lies at 0.35 eV, both for a uniform surface potential.

## The emission rate

Let $E$ be the depth of a state below the conduction-band edge at the surface, and $F$ the depth of the Fermi level below the same edge. The states exchange electrons with the conduction band alone, and the silicon is n-type, so that electrons are plentiful.

The surface electron density $n$ comes from six ellipsoidal valleys with two spins each. When $F$ is several $kT$, the Fermi function reduces to a Boltzmann factor:

$$n=\frac{12}{(2\pi)^3}\,e^{-F/kT}\prod_{i=1}^{3}\int dk_i\,e^{-\hbar^2k_i^2/2m_ikT}.$$

Each integral equals $\sqrt{2\pi m_ikT}/\hbar$. With one longitudinal mass $m_l$ and two transverse masses $m_t$ this gives

$$n=N_c\,e^{-F/kT},\qquad N_c=12\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_lm_t^2}.$$

For $m_l=0.916$ and $m_t=0.19$ free-electron masses, $N_c=2.74\times10^{19}$ cm⁻³ at 300 K.

A state with occupation $f$ captures electrons at the rate $cn(1-f)$, where $c=\sigma v$, and emits them at the rate $ef$:

$$\frac{df}{dt}=cn(1-f)-ef.$$

In equilibrium the two terms balance, so $f_0/(1-f_0)=cn/e$. The Fermi function, with unit degeneracy factor, requires $f_0/(1-f_0)=e^{(E-F)/kT}$, since a deeper state is fuller. Equating the two expressions and inserting $n$,

$$e=cn\,e^{-(E-F)/kT}=\sigma vN_c\,e^{-E/kT}.$$

The Fermi level has cancelled: emission depends on the depth of the state alone. Setting $e=\omega$ and taking the logarithm gives the boundary

$$E^*=kT\ln\frac{\sigma vN_c}{\omega}.$$

The numbers are

$$\sigma vN_c=10^{-16}\times10^7\times2.738\times10^{19}=2.738\times10^{10}\ \text{s}^{-1},$$

$$\omega=6.283\times10^6\ \text{s}^{-1},\qquad E^*=0.02585\times\ln 4358=0.02585\times8.380=0.217\ \text{eV}.$$

A state at this depth has an emission time of 159 ns, which is $1/\omega$ and not the 1 µs period. Had the criterion been $e=\nu$, the boundary would lie deeper by $kT\ln2\pi$, at 0.264 eV. The criterion must therefore be quoted with the number.

## What a capacitance measurement sees

A state adds capacitance only if its occupation changes. At low frequency this requires the Fermi level to be near it. Let the signal change the surface potential by $u$ in units of $kT/q$, with $|u|\ll1$, so that $n$ becomes $n(1+u)$. The state moves with the band edge, so $e$ is unchanged. To first order,

$$\frac{d\,\delta f}{dt}=cn(1-f_0)u-(cn+e)\,\delta f.$$

The equilibrium balance gives $e=cn(1-f_0)/f_0$, hence $cn+e=cn/f_0$. For a signal proportional to $e^{j\omega t}$,

$$\frac{\delta f}{u}=\frac{cn(1-f_0)}{cn/f_0+j\omega}=\frac{f_0(1-f_0)}{1+j\omega f_0/(cn)}.$$

A state at the Fermi level has $f_0=1/2$ and $cn=e$, so it relaxes at the rate $2e$: capture and emission both restore equilibrium. Setting $2e=\omega$ would put the boundary at 0.235 eV.

Real interfaces have states spread over energy. Take a density $D_{it}$ (per cm² and eV) that is constant over the range that responds. At low frequency these states contribute the capacitance $qD_{it}$. At frequency $\omega$ this is multiplied by

$$R=\int\frac{dE}{kT}\,\frac{f_0(1-f_0)}{1+jxf_0},\qquad x=\frac{\omega}{cn}=e^{(F-E^*)/kT}.$$

Because $df_0/dE=f_0(1-f_0)/kT$, the occupation itself can serve as the integration variable:

$$R=\int_0^1\frac{df_0}{1+jxf_0}=\frac{\ln(1+jx)}{jx}=\frac{\arctan x}{x}-j\,\frac{\ln(1+x^2)}{2x}.$$

The real part is the capacitance, and the second term is the loss seen as a conductance. The depth $E^*$ now has a second meaning. When the surface Fermi level lies there, $x=1$ and the capacitance part is $\pi/4=0.785$ of its low-frequency value.

For $x\ll1$ the capacitance part tends to 1, provided the Fermi level stays several $kT$ below the band edge, so that the states around it lie in the gap. For $x\gg1$ it tends to $\pi/(2x)$, which falls tenfold for every 0.06 eV that the Fermi level moves deeper. Integrating only up to occupation $f_1$ gives $\arctan(xf_1)/x$, which at large $x$ reaches half of the total when $f_1=1/x$. For such small occupations $f_0\approx e^{(E-F)/kT}$, so $f_0=1/x$ is met at the depth $F-kT\ln x=E^*$. Half of the small remaining response thus comes from sparsely filled states shallower than $E^*$.

The loss peak and the half-response point lie slightly deeper. The loss is largest where $2x^2/(1+x^2)=\ln(1+x^2)$, that is at $x=1.98$ and $F=0.234$ eV. The capacitance part drops to one half at $x=2.33$ and $F=0.239$ eV. It falls from 90% to 10% between 0.204 and 0.287 eV.

## How the boundary scales

The logarithm makes the estimate forgiving. A tenfold change in $\sigma$, $v$ or $1/\omega$ moves $E^*$ by $kT\ln10=0.0595$ eV at 300 K. With the other inputs fixed, the boundary is at 0.276 eV for 100 kHz, 0.336 eV for 10 kHz and 0.395 eV for 1 kHz. A state at midgap, 0.56 eV deep, has an electron emission time of 93 ms.

Temperature acts more strongly. With $\sigma$ and the masses fixed, $N_c\propto T^{3/2}$ and $v\propto T^{1/2}$, so

$$E^*(T)=kT\left[8.380+2\ln\frac{T}{300\ \text{K}}\right]$$

at 1 MHz. This gives 0.038 eV at 77 K and 0.309 eV at 400 K. Cooling therefore removes most of the responding range, while heating brings deeper states into it.

## The size of the effect in a capacitor

Consider n-type silicon with $N=10^{16}$ fully ionised donors per cm³, a 10 nm oxide and $D_{it}=10^{11}$ cm⁻² eV⁻¹. The Fermi level in the bulk lies at $kT\ln(N_c/N)=0.205$ eV. Bringing it to $E^*$ at the surface takes a band bending of only 12 meV, so the boundary is met almost at flat band.

The capacitance of the silicon follows from Poisson's equation. Let $w$ be the upward band bending in units of $kT$, $z$ the distance from the surface and $\varepsilon$ the permittivity of silicon. The charge density is $qN(1-e^{-w})$, so

$$\frac{d^2w}{dz^2}=\frac{1-e^{-w}}{L^2},\qquad L=\sqrt{\frac{\varepsilon kT}{q^2N}}=40.9\ \text{nm}.$$

Multiplying by $2\,dw/dz$ and integrating from the bulk, where $w$ and its slope vanish, gives $(dw/dz)^2=2(e^{-w}+w-1)/L^2$. By Gauss's law the charge per area is $\varepsilon(kT/q)|dw/dz|$ at the surface. Its derivative with respect to the band bending in volts, $(kT/q)w$, is

$$C_s=\frac{\varepsilon}{L}\,\frac{1-e^{-w}}{\sqrt{2(e^{-w}+w-1)}}.$$

At $F=E^*$ this is 218.3 nF/cm². The states have $qD_{it}=16.02$ nF/cm² and contribute $0.785\times16.02=12.6$ nF/cm² in parallel with $C_s$. The oxide, $C_{ox}=345.3$ nF/cm², is in series with both. Without states the gate capacitance is

$$\frac{345.3\times218.3}{345.3+218.3}=133.8\ \text{nF/cm}^2.$$

With the states, their loss included, it is 138.4 nF/cm², an increase of 3.5%. This comparison holds the surface Fermi level fixed, not the gate voltage.

At $F=0.35$ eV, in depletion, $x=174$ and the states contribute 0.14 nF/cm² beside $C_s=83.0$ nF/cm². The gate capacitance rises from 66.91 to 67.00 nF/cm², or 0.14%. With a uniform surface, a 1 MHz curve of this capacitor is thus nearly free of state capacitance once the bands are bent by about 0.15 eV, but not near flat band or in weak depletion. For a small state contribution $C_t$, differentiating the series formula gives the relative increase

$$\frac{\delta C}{C}\approx\frac{C_{ox}}{C_{ox}+C_s}\,\frac{C_t}{C_s},$$

which is proportional to $D_{it}$. At $10^{10}$ cm⁻² eV⁻¹ the increase near flat band would be about 0.35%.

## Comparison with real interfaces

The chosen $D_{it}$ is roughly that of a moderately good thermal oxide; a well-annealed one can reach about $10^{10}$ cm⁻² eV⁻¹ near midgap. The density usually rises towards the band edges, so it can be higher near $E^*$ than near midgap, and the state capacitance there grows with it. If the density varies strongly within the range that responds, the factor 0.785, derived for a constant density, no longer applies. The cross-section is the least certain input and can vary with energy: $10^{-15}$ cm² would put the boundary at 0.276 eV. Real surfaces also have a potential that varies from place to place. A Gaussian spread of 50 mV, taken as an example, lowers the response at a mean Fermi depth of $E^*$ from 0.785 to 0.66 and widens the 90%-to-10% range to 0.166–0.321 eV. This average applies the formula for $R$ to every patch; if the states end at the band edge, patches with a very shallow Fermi level respond less and the 90% point moves to about 0.162 eV. The states then add capacitance further into depletion than in the uniform example above: treating the surface as independent patches in parallel, the increase in gate capacitance is about 0.5% instead of 0.14% at a mean depth of 0.35 eV, and about 2.1% instead of 3.5% at $E^*$.

Some further corrections, for the same example, are these:

- The mean electron speed from the silicon masses is $2.08\times10^7$ cm/s, about twice the assumed value. Using it moves $E^*$ deeper by 0.019 eV.
- A degeneracy factor of 2 or 1/2 changes the emission rate by a factor of two and shifts $E^*$ by 0.018 eV in one direction or the other. At a given $n$ the response $R$ is unchanged, because its derivation uses only the range of $f_0$.
- A trap inside the oxide is reached by tunnelling. For a 3.1 eV barrier and an oxide mass of 0.4 free-electron masses, capture slows tenfold per 0.20 nm, so each such step makes the boundary 0.06 eV shallower.
- A 500 µm wafer with mobility 1200 cm²/Vs has a series resistance $r=0.026$ Ω cm². In series with a gate admittance $G+j\omega C$ it divides the measured capacitance by $(1+rG)^2+(\omega rC)^2$. At $E^*$ the loss of the states gives $G/\omega\approx2.0$ nF/cm², and the capacitance is lowered by about 0.12%. Without that loss it would be lowered by 0.05%.
- Fermi statistics change $n$ at $E^*$ by less than 0.01%. Emission of holes to the valence band is slower than electron emission by a factor of about $3\times10^{-12}$, if both bands have the same $\sigma vN_c$.
- The field at $E^*$ is 2.7 kV/cm in the silicon. Without interface charge it is 0.008 MV/cm in the oxide, far below breakdown.

The speed and the degeneracy factor each move the boundary by about 0.02 eV, and so does taking the loss peak or the half response as the marker. The criterion $e=\nu$ moves it by 0.05 eV, and a decade in cross-section by 0.06 eV. The second decimal of 0.22 eV therefore belongs to the stated inputs and criterion, not to interfaces in general. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
cross-section 1e-16 cm2, velocity 1e+07 cm/s
temperature 300 K, kT = 0.02585 eV
masses ml = 0.916, mt = 0.19 (units of m0)
Nc = 2.738e+19 cm-3
prefactor sigma v Nc = 2.738e+10 1/s
omega at 1 MHz = 6.2832e+06 1/s
ratio prefactor/omega = 4357.6
logarithm of ratio = 8.380
boundary E* = 0.2166 eV
emission time at E* = 159.2 ns
boundary if rate = f: 0.2641 eV
capacitance part at x=1: 0.7854
loss peak x = 1.980, value 0.4024
loss-peak depth = 0.2343 eV
half response x = 2.331
half-response depth = 0.2385 eV
single level, 2e = omega: 0.2346 eV
shift per decade = 0.0595 eV
boundary at 1e+03 Hz = 0.3952 eV
boundary at 1e+04 Hz = 0.3357 eV
boundary at 1e+05 Hz = 0.2762 eV
midgap (0.56 eV) time = 93.4 ms
doping 1e+16 cm-3, oxide 10 nm
state density 1e+11 cm-2 eV-1
oxide capacitance = 345.3 nF/cm2
full state capacitance = 16.02 nF/cm2
Debye length = 40.9 nm
bulk Fermi depth = 0.2046 eV
band bending at E* = 12.0 meV
surface electron density at E* = 6.283e+15 cm-3
Fermi depth 0.2166 eV: x = 1.00
  silicon 218.34, states 12.583 nF/cm2
  gate without 133.76, with 138.40 nF/cm2
  increase = 3.468 %
Fermi depth 0.3500 eV: x = 173.98
  silicon 82.99, states 0.144 nF/cm2
  gate without 66.91, with 67.00 nF/cm2
  increase = 0.140 %
mean electron speed = 2.084e+07 cm/s
  depth shift = +0.0190 eV
degeneracy factor 2: shift +/-0.0179 eV
Fermi-statistics density error = 8.1e-05
hole/electron emission ratio = 2.9e-12
potential spread 50 mV: response at E* = 0.660
90% to 10% depths, spread 0 mV: 0.204 to 0.287 eV
90% to 10% depths, spread 50 mV: 0.166 to 0.321 eV
oxide barrier 3.1 eV, mass 0.4 m0
  tenfold slower per 0.202 nm
wafer 500 um, mobility 1200 cm2/Vs
  series resistance = 0.0260 ohm cm2
  capacitance error = -0.051 %
fields: Si 2.73 kV/cm, oxide 0.0082 MV/cm
boundary at 77 K = 0.0376 eV
boundary at 400 K = 0.3087 eV
```
